Mean Thickness and Growth Overshoot of Randomly Seeded Atomic-Layer-Deposition Islands

**1. A film that grows faster than its surface moves**

Consider a metal deposited by atomic layer deposition on an oxide that does not itself take up metal. Each cycle advances an exposed metal surface by 0.050 nm, and growth starts from 10¹² seeds per cm². In the model treated here, the mean thickness increases by only 0.017 nm per cycle at cycle 50, by 0.064 nm per cycle at cycle 170, and by 0.0505 nm per cycle at cycle 800. The low first value is expected, since most of the oxide is still bare. The second value needs an explanation: the film gains 28 percent more metal per cycle than a flat film would, although its surface advances along its own normal by only 0.050 nm per cycle everywhere.

The assumptions are these.

(a) The seeds are points of negligible size, placed independently and uniformly at random on a flat substrate, with mean areal density N. All are present before the first cycle.

(b) Metal grows on metal only. In each cycle the film takes in every point above the substrate that lies within a distance g of the existing film. On a flat film this adds the thickness g, so g is the steady growth per cycle.

(c) Metal stays where it is deposited: islands neither migrate nor change shape when they touch.

Mean thickness h means metal volume divided by substrate area, which is the mass gain per area divided by the metal density. The number of cycles n is treated as continuous.

**2. The shape of the film**

After n cycles the film is the union of hemispheres of radius

r = g n, (1)

one centred on each seed. To prove this, suppose it holds at radius r, and let p be a point above the substrate. If p lies within g of a film point q, and q lies within r of a seed s, the triangle inequality puts p within r + g of s. Conversely, if p lies within r + g of s, go from s towards p and stop at distance r, or at p itself if that comes first. The stopping point is in the film, is not below the substrate, and lies within g of p. The new film is therefore the union of hemispheres of radius r + g. Overlap does not spoil the argument, so it holds after the islands have merged.

Above a substrate point whose nearest seed is at horizontal distance d, the height of the film is

H = √(r² − d²) for d < r, and H = 0 otherwise. (2)

The nearest seed decides because the height of a hemisphere falls with distance from its centre.

**3. From random seeds to Dawson's function**

By (2), the height exceeds z, with 0 ≤ z < r, when at least one seed lies within the horizontal distance √(r² − z²). That circle has area π(r² − z²). For independent random seeds the number in an area A follows a Poisson distribution of mean NA, so the circle is empty with probability exp(−NA). Hence

P(H > z) = 1 − exp[−πN(r² − z²)]. (3)

At z = 0 this is the covered fraction of the substrate,

θ = 1 − exp(−πN r²). (4)

The average of a non-negative quantity is the integral of the probability that it exceeds z. Over an area holding many seeds, the spatial average equals this expectation:

h = ∫₀ʳ P(H > z) dz = r − exp(−πN r²) ∫₀ʳ exp(πN z²) dz. (5)

Define

κ = √(πN), x = κ r. (6)

With t = κz, so that dz = dt/κ and the upper limit becomes x, the last term of (5) is 1/κ times Dawson's function

F(x) = exp(−x²) ∫₀ˣ exp(t²) dt. (7)

The mean thickness is therefore

h = r − F(κr)/κ. (8)

The first term is the thickness a film would have if it had been closed and flat from the first cycle. The second is the deficit caused by starting from islands.

**4. Growth per cycle**

Differentiate (7) by the product rule. The derivative of exp(−x²) gives −2xF, and the derivative of the integral gives exp(x²), which the prefactor cancels to 1:

F′(x) = 1 − 2x F(x). (9)

In (8), the chain rule brings a factor κ that cancels 1/κ:

dh/dr = 1 − F′(x) = 2x F(x). (10)

Since dr/dn = g by (1), the growth per cycle is

dh/dn = g G(x), G(x) = 2x F(x). (11)

The seed density and the growth step enter G only through x. They set the cycle at which a given value of G occurs, and leave the set of values unchanged.

**5. The cause: exposed area**

An advance by a small distance dr adds a volume equal to dr times the exposed metal area, up to terms of second order in dr, which come from the curvature of the surface and from the grooves where islands meet. G should then equal the exposed metal area per unit substrate area. This can be shown without using (10).

The probability density of heights is minus the derivative of (3) with respect to z:

p(z) = 2πN z exp[−πN(r² − z²)]. (12)

At height z on a sphere of radius r centred on the substrate, the normal makes an angle with the vertical whose cosine is z/r. A surface element therefore has r/z times the area of its projection. The metal area per substrate area is

S = ∫₀ʳ (r/z) p(z) dz = 2πN r exp(−πN r²) ∫₀ʳ exp(πN z²) dz. (13)

The exponential and the integral together are F(x)/κ, and πN = κ², so

S = 2κ² r F(x)/κ = 2x F(x) = G(x). (14)

The excess growth is the excess area of a surface that is still bumpy. As a test, 100,000 seeds were placed at random in a periodic square. At the radius of fastest growth, found in the next section, the change of mean thickness with radius was 1.284. The exposed area, found separately by sampling points on the hemispheres and discarding those inside a neighbour, was 1.287 times the substrate area. Formula (14) gives 1.285. The sampled area carries a statistical scatter of about 0.005, so the agreement is to that level.

It helps to write G as a product,

G = θ σ, σ = 2x F(x)/[1 − exp(−x²)], (15)

where σ is the metal area per covered area. For separate hemispheres σ = 2, the ratio of a hemisphere's surface to its base. For a thick film σ tends to 1. Coverage rises while σ falls, and growth exceeds its steady value once the product θσ exceeds 1. This happens at x = 0.924 (Section 7), where θ = 1 − exp(−0.924²) = 0.57: little more than half of the substrate is covered, but the metal surface is still strongly curved.

**6. One maximum, and its height**

From G = 2xF and F′ = 1 − G,

G′ = 2F + 2x F′ = G/x + 2x(1 − G). (16)

Set G′ = 0 and multiply by x: G + 2x² − 2x²G = 0, or

G = 2x²/(2x² − 1) = 1 + 1/(2x² − 1). (17)

Since G is positive for x > 0, a stationary point needs 2x² > 1, and there G > 1. Differentiating (16) once more,

G″ = G′/x − G/x² + 2(1 − G) − 2x G′. (18)

At a stationary point the terms with G′ vanish. The remaining two are both negative, because G > 1. Every stationary point is thus a maximum. Two maxima of a smooth function would have a minimum between them, so there is at most one. There is at least one because G starts from zero and, as Section 7 shows, approaches 1 from above.

With G = 2xF, condition (17) becomes F(x) = x/(2x² − 1). Its numerical solution is

x_p = 1.50198, F(x_p) = 0.42769. (19)

Then 2x_p² − 1 = 3.5119, and

G_max = 1 + 1/3.5119 = 1.2847. (20)

The growth per cycle overshoots its steady value by 28.5 percent of that value, whatever N and g are, within assumptions (a) to (c).

**7. Early growth, late growth and the repaid deficit**

For small x, exp(−x²) ≈ 1 − x² and the integral in (7) is x + x³/3. Their product to third order is

F ≈ x − (2/3)x³. (21)

In (8) the linear term cancels r, leaving

h ≈ (2/3)x³/κ = (2/3)πN r³, G ≈ 2x². (22)

This is N times the volume of one hemisphere, as it must be before islands overlap.

For large x, put t = x − u in (7). Then t² − x² = −2xu + u², and

F(x) = ∫₀ˣ exp(−2xu) exp(u²) du. (23)

The exponent is −u(2x − u), which is at most −ux over the range of integration. The integral therefore comes from u of order 1/x, where exp(u²) ≈ 1 + u². Extending the upper limit to infinity costs exponentially small terms. The two integrals are 1/(2x) and 2/(2x)³, so

F ≈ 1/(2x) + 1/(4x³), G ≈ 1 + 1/(2x²). (24)

The approach to steady growth is from above, which completes the argument of Section 6.

The deficit in thickness is

D = r − h = F(x)/κ, dD/dr = 1 − G. (25)

It grows while G < 1 and shrinks while G > 1. Because G rises from zero to a single maximum and then falls towards 1 from above, it crosses 1 once. The deficit is largest at that crossing, x = 0.924. By (24) it later decays as

D ≈ 1/(2κx) = 1/(2πN r). (26)

Since D vanishes both at r = 0 and for r → ∞, the integral of G − 1 over all r is zero. The metal missing during the island stage is added back in full during the overshoot. In this model island growth leaves no permanent delay.

**8. The numbers for a platinum-like process**

Take g = 0.050 nm per cycle and N = 10¹² cm⁻² = 0.010 nm⁻². Then κ = √(0.010π) nm⁻¹ = 0.17725 nm⁻¹. At the maximum,

r_p = 1.50198/0.17725 nm = 8.47 nm,
n_p = 8.474/0.050 = 169.5 cycles,
h_p = (1.50198 − 0.42769)/0.17725 nm = 6.06 nm,
dh/dn = 0.050 × 1.2847 nm = 0.0642 nm per cycle. (27)

The factors of (15) develop as follows.

cycles | θ | σ | G
50 | 0.178 | 1.94 | 0.345
100 | 0.544 | 1.76 | 0.958
170 | 0.897 | 1.43 | 1.285
250 | 0.993 | 1.17 | 1.161
400 | 1.000 | 1.05 | 1.046

At the maximum about a tenth of the oxide is still bare, so the peak comes before the film closes. After cycle 250 coverage is nearly complete, and the remaining excess is roughness alone. Growth first reaches its steady value at cycle 104, where the deficit is largest at 3.05 nm. It returns to within 5 percent of steady growth after 386 cycles. At cycle 800 the thickness is 39.60 nm, which is 0.40 nm less than gn = 40 nm; (26) gives 1/(2π × 0.010 × 40) nm = 0.40 nm.

The slow return affects how a thickness plot is read. A straight line through the model's thicknesses at cycles 170 and 250, 6.094 and 11.022 nm, has slope 4.928/80 = 0.0616 nm per cycle and meets zero thickness near cycle 71. It suggests a growth per cycle 23 percent above g and a delay of 71 cycles. A line through cycles 400 and 800, 19.168 and 39.598 nm, has slope 0.0511 nm per cycle and meets zero near cycle 25. Neither intercept is a period without growth, since in the model every island has grown from the first cycle.

The peak position gives the seed density. From x_p = √(πN) g n_p,

N = x_p²/(π g² n_p²) = 0.718/(g n_p)². (28)

At fixed g, a tenfold lower density moves the peak later by √10, to cycle 536, with the same height. The peak is broad: by (18), G″ = −1.14 there, so G stays within 1 percent of its maximum over about ±0.15 in x. In the example that is about ±17 cycles, or about ±20 percent in N. Relation (28) holds under assumptions (a) to (c); the next section gives examples of how it can mislead.

**9. When the assumptions fail**

*Seeds that arrive over time.* Let attempts at seeding arrive at a constant rate per area during the first T cycles, with the total density N of attempts held fixed. An attempt that lands on metal creates no island, yet it may be counted as if it did. Suppose it lands at distance b from an older seed whose island then has radius R ≥ b. After further growth by ℓ, the fictitious island has radius ℓ, and each of its points lies within b + ℓ ≤ R + ℓ of the older seed. It stays inside metal that is already there.

Let L = gT and r = gn, with n counted from the first attempt. A seed whose island has now reached radius u contributes if it lies within √(u² − z²). The mean number of contributing seeds is

m(z) = (πN/L) ∫ₐʳ (u² − z²) du, a = max(z, r − L), (29)

and P(H > z) = 1 − exp[−m(z)] replaces (3). For the example the overshoot becomes

T = 50: 29.3 percent, at cycle 194,
T = 100: 30.7 percent, at cycle 218,
T = 200: 32.7 percent, at cycle 263. (30)

One might expect a spread of starting times to smear the peak and lower it. Here the peak moves later and rises slightly. Part of this can be understood. Later seeds make smaller islands, so at each cycle the film lies inside the film of simultaneous seeding, and its largest deficit is greater. That deficit is still repaid. For large r and small y = r − z, (29) gives m ≈ πN r y²/L, so

D = ∫₀ʳ exp(−m) dz ≈ ½ √[L/(N r)], (31)

which tends to zero, though more slowly than (26). More metal must therefore be recovered above the steady rate. This does not settle whether the peak becomes higher or merely broader; that it becomes higher is a numerical result for these cases.

*Seeds that are not random.* Place the seeds on a square array of pitch a, so that N = 1/a². Until the islands touch at r = a/2, the exposed area per cell is 2πr². After that, each of four neighbours hides half a spherical cap of height r − a/2, with area πr(r − a/2). The area left is 2πr² − 4πr(r − a/2) = 2πr(a − r), which falls from r = a/2 until the cell is covered at r = a/√2. Thereafter the area is the integral of r/√(r² − d²) over a fixed cell, which also falls with r. The maximum is at first contact:

G_max = 2π(a/2)²/a² = π/2 = 1.571. (32)

The overshoot is 57 percent, twice that of random seeds. A hexagonal array of pitch a has N = 2/(√3 a²), and the same argument with six neighbours gives G_max = π/√3 = 1.814, an overshoot of 81 percent. On the array all islands meet at once, while their surfaces are still complete hemispheres. Random seeds meet at different times, so some area is lost in early contacts while other regions remain bare. The value 28 percent thus belongs to random placement as well as to the hemispherical shape.

*Growth that depends on curvature.* If bulky ligands limit how much precursor a surface holds, a curved island has more room at the height δ of the ligands. A simple model multiplies the radial step by the ratio of the areas at r + δ and r, giving g(1 + δ/r)². All islands still have equal radii, so (8) survives, but r is no longer gn. With δ = 0.3 nm and a starting radius of 0.5 nm, the overshoot relative to flat growth is 37.9 percent, at cycle 127. At the old peak radius the factor is (1 + 0.3/8.47)² = 1.072, and 1.285 × 1.072 = 1.378 accounts for most of the change. The ratio (1 + δ/r)² is right only for separate islands. After merging, the ligand layers of neighbours overlap in the grooves. By the argument of Section 2, the surface at height δ is the union of hemispheres of radius r + δ, with area G(κ(r + δ)) per substrate area. If uptake followed that area, the overshoot would stay at 28.5 percent and would be reached when r + δ = 8.47 nm. The 37.9 percent counts room in the grooves twice and overstates the effect.

*Finite seeds and whole cycles.* A starting radius of 0.5 nm with constant g replaces r = gn by r = 0.5 nm + gn. It brings the peak forward by 0.5/0.050 = 10 cycles and leaves its height unchanged. For the g and N of the example, counting whole cycles lowers G_max by about 4 × 10⁻⁶, which is negligible. The loss scales as (κg)² and depends on where the peak falls between whole cycles: with G″ = −1.14 at the peak from (18), it lies between |G″|(κg)²/24 and |G″|(κg)²/6, here between 4 × 10⁻⁶ and 1.5 × 10⁻⁵.

These shifts limit the use of (28). If seeding lasts 50 cycles, the peak at cycle 194 yields an inferred density of (169.5/194)² = 0.76 times the true density of attempts. With the simple curvature factor and the 0.5 nm starting radius above, the peak at cycle 127 yields (169.5/127)² = 1.8 times the true density. The starting radius alone accounts for (169.5/159.5)² = 1.13 of this and the curvature factor for (159.5/127)² = 1.6.

**10. The real process**

The parameters lie in the regime of thermal platinum deposition from an organometallic precursor and oxygen on an oxide, where growth is roughly 0.05 nm per cycle and starts as islands. The continuum picture does not apply to the first cycles: a hemisphere of radius gn reaches the volume of one platinum atom, 0.015 nm³, only near cycle 4. The seed density is a rough choice; it depends strongly on surface preparation and process conditions, and with it the peak cycle, by (28). Among the effects sized here, ordering moves the overshoot most, from 28 percent to 57 percent for a square array and 81 percent for a hexagonal one, but a perfect array is not a description of an ordinary oxide surface. Prolonged seeding and relieved crowding are more plausible departures; for the values taken, prolonged seeding gives 29 to 33 percent, and relieved crowding gives 38 percent if the overlap of ligand layers in the grooves is ignored and an unchanged 28.5 percent if uptake follows the true area at the ligand height.

Assumption (c) is the least secure. Small platinum islands on an oxide can migrate and merge into rounder ones, which changes both their number and their area. Facets also replace the spherical surface. These effects are not sized here, and they can act in the opposite direction: a closed film that flattened completely would have G = 1 and no excess growth. The 28 percent is therefore neither an upper nor a lower bound for a real film. A comparison with measurement should use mass gain or metal atoms per area, because a thickness inferred by treating separate islands as a uniform layer need not equal h. The numerical output below lists the values for this example.

Calculated quantities

```
reduced radius at peak x = 1.50198 (dimensionless)
Dawson function at peak = 0.42769 (dimensionless)
peak growth / steady growth = 1.28475 (ratio)
overshoot = 28.47 percent
simulated peak growth / steady = 1.284 (ratio)
simulated metal area / substrate area = 1.287 (ratio)
reduced radius where growth first is steady = 0.9241
steady growth per cycle g = 0.050 nm/cycle
seed density N = 1.0e+12 cm^-2 = 0.010 nm^-2
sqrt(pi N) = 0.17725 nm^-1
island radius at peak = 8.474 nm
cycle number at peak = 169.5 cycles
coverage at peak = 89.52 percent
mean thickness at peak = 6.061 nm
peak growth per cycle = 0.06424 nm/cycle
first steady-value crossing = 104.3 cycles
largest thickness deficit = 3.053 nm
growth back within 5 percent after 386.1 cycles
cycles | radius nm | thickness nm | growth nm/cycle | coverage %
  50 | 2.50 | 0.303 | 0.01726 | 17.83
 100 | 5.00 | 1.952 | 0.04788 | 54.41
 170 | 8.50 | 6.094 | 0.06424 | 89.67
 250 | 12.50 | 11.022 | 0.05804 | 99.26
 400 | 20.00 | 19.168 | 0.05230 | 100.00
 800 | 40.00 | 39.598 | 0.05051 | 100.00
peak at tenfold lower density = 535.9 cycles
Neglected effects, same g and N:
seeding over 50 cycles: overshoot 29.3 percent at 194 cycles
seeding over 100 cycles: overshoot 30.7 percent at 218 cycles
seeding over 200 cycles: overshoot 32.7 percent at 263 cycles
square seed array: overshoot 56.8 percent
ligand height delta = 0.30 nm, seed radius = 0.50 nm
relieved crowding: overshoot 37.9 percent at 127 cycles
finite seed radius alone: peak earlier by 10.0 cycles
whole cycles: peak ratio lower by 3.7e-06
```
